Johnson noise of a uniform oxide resistor by the impedance-field method

**Setting**

An n-type oxide film of length L and cross-section A lies between ohmic contacts at x = 0 (grounded) and x = L (open-circuited). The electron density n, mobility μ and permittivity ε are uniform. The electron charge is −q with q > 0, and the conductivity is σ = qμn. Perturbations of density and field are written δn and δE. An ohmic contact holds the density fixed, so δn = 0 there. The film is in equilibrium at temperature T, except in part (f), and carriers are nondegenerate, except in part (e). Spectra are one-sided: they are integrated over positive frequencies f, with ω = 2πf. White noise of spectrum S, integrated over a time t, then has variance St/2.

**(a) Model electron motion as random hops between cells of spacing a. Find the spectrum of the local current noise.**

Answer. Let each electron hop right at rate Γ and left at rate Γ. Cell i holds N_i electrons, with mean nAa. In a short time dt the numbers crossing the link between cells i and i+1 are two independent Poisson variables: rightward with mean ΓN_i dt, leftward with mean ΓN_{i+1} dt. Their mean difference per unit time is

Γ(N_i − N_{i+1}) = ΓaA(n_i − n_{i+1}) ≈ −Γa²A dn/dx.

This is Fick's law with D = Γa². It belongs to the deterministic transport equation and must not be counted again as noise. The noise is what remains after the mean is subtracted.

The variances of opposed Poisson streams add, so the remainder has variance 2ΓnAa dt. Multiplying by q² for charge, and by 2 to pass from variance per unit time to a one-sided spectrum, gives

S_link = 4q²ΓnAa = 4q²DnA/a.

The remainder has zero mean whatever the earlier history, so its values at different times are uncorrelated. Separate links have separate hop streams, so they are uncorrelated too. The current density is the link current divided by A, with spectrum 4q²Dn/(Aa). Since 1/(Aa) is the cell version of a delta function in volume,

S_ξ(r,r') = 4q²Dn δ(r − r').

A random-walk simulation illustrates this. It used 2000 rings of 8 sites, 40 walkers per ring, and 800 steps with hop probability 0.01 in each direction. The variance of the integrated link noise was 0.997 of the value predicted from the walkers' measured diffusivity, and the correlation between neighbouring links was 0.0006. Both numbers carry a sampling scatter of about 0.01. With a finite hop probability of 0.01 per step their expected values are 0.990 and 0.005, tending to 1 and 0 in continuous time.

**(b) Relate D to μ.**

Answer. In equilibrium at electrostatic potential φ, an electron has energy −qφ, so n ∝ exp(qφ/kT) and dn/dx = (qn/kT) dφ/dx. The current must vanish:

0 = qμnE + qD dn/dx = −qμn dφ/dx + qD(qn/kT) dφ/dx.

Since the potential gradient is arbitrary,

D = μkT/q.

This Einstein relation needs Boltzmann statistics, but not a perfect crystal. As an example, one carrier was placed on a ten-site ring with random site energies of standard deviation kT and hop rates obeying detailed balance. Its master equation gave D/(μkT/q) = 1.000000, with D taken from the spread of displacement and μ from the drift in a small force.

**(c) A current I e^{iωt} is injected over the plane x₀ and removed at the grounded contact. Find Z(x₀), the open-terminal voltage per unit injected current. How does a distributed noise source ξ produce a terminal voltage?**

Answer. There is no dc field in the film, so the linearized conduction current is

δj = σδE + qD dδn/dx.

The perturbed charge density is −qδn. Charge conservation and Poisson's equation read

−iωqδn + dδj/dx = (I/A) δ(x − x₀),
ε dδE/dx = −qδn.

Substituting the second into the first gives

d(δj + iωεδE)/dx = (I/A) δ(x − x₀).

The total current density, conduction plus displacement, is therefore constant on each side of x₀ and jumps by I/A there. The open terminal makes it zero for x > x₀, so it is −I/A for x < x₀. Integrating it over the film,

(σ + iωε) ∫₀ᴸ δE dx + qD[δn(L) − δn(0)] = −Ix₀/A.

The bracket vanishes because both contacts are ohmic. The terminal voltage is −∫δE dx, hence

Z(x₀) = x₀/[A(σ + iωε)].

Diffusion was kept throughout, yet D does not appear in Z. It does shape δn near the injection plane, but the diffusion current integrates to the difference of two contact values, both zero.

Setting x₀ = L gives the terminal impedance. With R = L/(σA) and the dielectric relaxation time τ = ε/σ,

Z_LL = R/(1 + iωτ).

Now let a random current density ξ act in a thin slab from x to x + dx. It takes current ξA out at x and delivers it at x + dx. The terminal voltage is ξA[Z(x+dx) − Z(x)]. Summing over slabs,

δV = ∫ ξ (dZ/dx) A dx = ∫ ξ·∇Z dV.

The gradient ∇Z is the impedance field. It weights noise by position, and here the weight is the same everywhere.

**(d) Find the terminal voltage spectrum. Examine its low- and high-frequency limits and the total voltage variance.**

Answer. The delta function in S_ξ removes one of the two volume integrals:

S_V = ∫ |∇Z|² 4q²Dn dV.

From part (c), |dZ/dx|² = 1/[A²σ²(1 + ω²τ²)]. The integrand is constant and the volume is AL, so

S_V = 4q²Dn L/[Aσ²(1 + ω²τ²)].

One factor of σ is written as qμn, which turns q²Dn/σ into qD/μ. The other combines with L/A to make R:

S_V = 4(qD/μ) R/(1 + ω²τ²).

The Einstein relation replaces qD/μ by kT:

S_V = 4kTR/(1 + ω²τ²) = 4kT Re Z_LL.

For ωτ ≪ 1 this is the Johnson spectrum

S_V = 4kTR.

Density and mobility now enter through R alone. More carriers make more current noise, but each unit of current noise then produces less voltage.

For ωτ ≫ 1, displacement current shorts the noise. With the film's own capacitance C = εA/L, the product RC equals ε/σ = τ, and S_V → 4kT/(ω²RC²). The total variance is

∫₀^∞ 4kTR/[1 + (2πfRC)²] df = 4kTR · (1/2πRC) · (π/2) = kT/C.

The mean energy C⟨V²⟩/2 is kT/2, as equipartition requires of a classical capacitor. R sets the bandwidth of the noise but not its total, provided the corner 1/(2πRC) lies far below kT/h (6 THz at 300 K), so that the classical white source holds over the band that matters. For the 240 GHz corner of part (g), the quantum spectrum, with carrier inertia included, raises the total by about 2%. The value C = εA/L assumes that the displacement current stays inside the film, as in a slab much wider than it is long. For a long thin film, fringing and stray capacitance between the terminals is far larger and takes the place of C.

**(e) Does the low-frequency law survive (i) a nonuniform conductivity, and (ii) degenerate carriers?**

Answer (i). Let n, and with it σ, vary with position in equilibrium. The built-in field E_b obeys ∇n/n = −(μ/D)E_b. Define δΦ = δφ − (kT/q)δn/n. Then

−σ∇δΦ = −σ∇δφ + qD∇δn + qμδn E_b,

which is the full perturbed current. At the contacts δn = 0, so δΦ equals the voltage.

Let ψ(r) be the δΦ produced by unit current entering at the terminal. It obeys ∇·(σ∇ψ) = 0 and equals R at the terminal and 0 at ground. Let u be the δΦ produced by unit injection at r₀ with the terminal open: ∇·(σ∇u) = −δ(r − r₀). No current crosses the other surfaces. Green's identity,

∫[ψ∇·(σ∇u) − u∇·(σ∇ψ)] dV = ∮(ψσ∂u/∂ν − uσ∂ψ/∂ν) dS,

where ν is the outward normal, has left side −ψ(r₀). On the right, ground contributes nothing. At the terminal the first term vanishes because u carries no net current there, and the second gives −u_L, where u_L is the terminal value of u. So Z(r₀) = u_L = ψ(r₀).

By the local Einstein relation, 4q²Dn = 4kTσ. Therefore

S_V = 4kT ∫σ|∇ψ|² dV = 4kT ∮ψσ∂ψ/∂ν dS = 4kTR.

The integral is the power dissipated by unit terminal current. Nonuniformity changes R and leaves the law intact.

Answer (ii). Consider first equivalent sites that hold at most one electron each, with mean filling p and uncorrelated occupancies. A hop succeeds if its target is empty, so both streams in part (a) shrink by 1 − p, and the noise source becomes 4q²Γa²n(1 − p).

The mean flux is proportional to p_i(1 − p_{i+1}) − p_{i+1}(1 − p_i) = p_i − p_{i+1}. Blocking cancels, and Fick's diffusivity stays at D_F = Γa².

A force qE multiplies the rates along and against it by exp(±qEa/2kT). To first order the drift speed is Γa(1 − p)qEa/kT, so μ = Γa²(1 − p)q/kT. The source is therefore 4kTqμn = 4kTσ. Using 4q²D_F n instead would overestimate it by the factor 1/(1 − p).

A ring of 8 sites with 4 carriers, solved by its master equation, gave noise equal to kT times response, while the Fick expression was too large by 1.75. The factor is 7/4 rather than 2 because, with the carrier number fixed, the site next to a carrier is empty with probability 4/7.

For band electrons in the relaxation-time approximation, a state of velocity v_x, relaxation time τ_m and occupation F contributes 4q²v_x²τ_m F(1 − F) to the source. For a Fermi function of energy 𝓔, F(1 − F) = −kT ∂F/∂𝓔, and σ is the sum of q²v_x²τ_m(−∂F/∂𝓔) per unit volume. The source is again 4kTσ. For a uniform film, Z from part (c) does not depend on the diffusivity, so the volume integral of part (d) again gives 4kTR at low frequency.

Fick's diffusivity follows from zero current. With η the Fermi energy above the band edge in units of kT, dη/dx = −qE/kT in equilibrium, so

D_F = gμkT/q, g = n/(dn/dη).

The noise formula 4q²Dn thus needs D = μkT/q, even where the diffusion current needs D_F.

**(f) A constant current supplied at x = L produces a uniform field E₀ along x, while the terminal stays open to fluctuations. Keep the source at 4q²Dn and μ constant. Find the leading relative change of the low-frequency noise for a film much longer than the Debye length L_D = √(Dτ).**

Answer. The density perturbation now also drifts in E₀:

δj = σδE + qμE₀δn + qD dδn/dx.

Integrating over the film as in part (c), at ω = 0,

δV = Ix₀/(σA) + (qμE₀/σ) ∫δn dx.

To find the last integral, differentiate δj, use Poisson's equation and divide by q:

D δn'' + μE₀ δn' − δn/τ = (I/qA) δ(x − x₀),

where primes are derivatives. Let w vanish at both contacts and satisfy the adjoint equation

D w'' − μE₀ w' − w/τ = −1/τ.

Multiply the δn equation by w and integrate by parts. The boundary terms vanish, leaving −(1/τ)∫δn dx = (I/qA) w(x₀). Hence

Z(x) = [x − ℓw(x)]/(σA), ℓ = μE₀τ.

The length ℓ is the distance an electron drifts in one dielectric relaxation time. Because w(L) = 0, the terminal resistance is still R. The noise relative to 4kTR is

(1/L) ∫(1 − ℓw')² dx = 1 − (2ℓ/L)[w(L) − w(0)] + (ℓ²/L) ∫w'² dx.

The linear term is zero. If E₀L_D ≪ kT/q, the drift term in the equation for w may be dropped at this order, and

w ≈ 1 − e^{−x/L_D} − e^{−(L−x)/L_D}.

Each contact layer contributes 1/(2L_D) to ∫w'² dx, so

S_V/(4kTR) − 1 ≈ ℓ²/(L L_D).

In the interior w is constant and the impedance field is unchanged; the excess arises within a few Debye lengths of the contacts. Since μτ = L_D²q/kT, ℓ/L_D = E₀L_D/(kT/q). For L = 40L_D and ℓ/L_D = 0.1 the formula gives 2.500×10⁻⁴. A finite-volume solution of the linearized equations with 800 cells gives 2.502×10⁻⁴, rising to 2.503×10⁻⁴ on finer meshes. Keeping the drift term in the equation for w multiplies the formula by √(1 + ℓ²/4L_D²), which accounts for this difference.

**(g) Evaluate the noise at 300 K for an amorphous indium-gallium-zinc-oxide film with n = 10¹⁸ cm⁻³, μ = 10 cm²/Vs, relative permittivity 12, length 100 µm, width 20 µm and thickness 50 nm. Judge what the model omits.**

Answer. The cross-section is A = (20×10⁻⁴)(50×10⁻⁷) = 1.0×10⁻⁸ cm², and kT/q = 25.85 mV. Then

σ = (1.602×10⁻¹⁹)(10)(10¹⁸) = 1.602 S/cm,
R = 10⁻²/(1.602 × 10⁻⁸) = 6.24×10⁵ Ω,
D = 10 × 0.02585 = 0.2585 cm²/s,
4q²Dn = 2.654×10⁻²⁰ A²/(Hz cm),
dZ/dx = 1/(σA) = 6.242×10⁷ Ω/cm.

With volume AL = 10⁻¹⁰ cm³,

S_V = (6.242×10⁷)² (2.654×10⁻²⁰)(10⁻¹⁰) = 1.034×10⁻¹⁴ V²/Hz,

which is also 4kTR. Its square root is 102 nV/√Hz.

The parameters are rough typical values for a conductive film of this oxide; a transistor channel in its off state has far fewer carriers. Of the equilibrium corrections estimated here, the largest concerns the uniform cross-section. An assumed surface band bending of 0.1 V depletes a depth √(2ε × 0.1 V/(qn)) = 11.5 nm. Treating that layer as insulating multiplies R by 50/(50 − 11.5), a rise of 30%. By part (e), S_V rises by the same fraction as R. The estimate is coarse, since the depletion edge is smeared over the Debye length of 4.1 nm: a Poisson–Boltzmann profile removes the equivalent of about 10 nm and raises R by 25%. This is for one depleted surface; the same bending at both surfaces raises R by about 66%. These profiles treat the donor charge as a smooth background. At 10¹⁸ cm⁻³ the mean donor spacing is 10 nm, as large as the depleted depth, and a sphere of radius L_D holds only 0.3 carriers, so the percentages are rough averages. Johnson noise calculated from the measured resistance already includes this change.

Two assumed contact resistances of 20 Ω cm, divided by the width, add 3.2% to R. For degeneracy, a parabolic band of assumed mass 0.34 electron masses gives g = 1.07 by numerical integration of the Fermi distribution. In this band model Fick's diffusivity in the source would overestimate S_V by 7%, whereas μkT/q gives the right source. The 7% is only indicative. The same mass and mobility imply τ_m = μm/q ≈ 2 fs and a mean free path of about 0.4 nm, where a sharp parabolic band is a marginal description. Localized tail states also raise g: an assumed exponential tail of 10²⁰ cm⁻³ eV⁻¹ at the band edge and 20 meV width gives g = 1.25 when its electrons are counted in n.

At 1 V bias the field is 100 V/cm and the diffusion-noise excess of part (f) is 1×10⁻¹⁰. This is far below other bias effects that part (f) leaves out: the self-heating and temperature slope estimated below already shift S_V by about 10⁻⁵. Resistance fluctuations matter far more. Take Hooge's empirical form αV²/(Nf), with N = 10⁸ carriers and an assumed α = 0.01. It equals 4kTR at

f = (0.01)(1)²/[(10⁸)(1.034×10⁻¹⁴)] ≈ 10 kHz.

This corner is proportional to α and to V², so it is an order-of-magnitude guide.

At high frequency an assumed stray capacitance of 50 fF gives a corner 1/(2πRC_stray) = 5.1 MHz, far below the film's dielectric corner σ/(2πε) = 240 GHz. That corner belongs to the one-dimensional model, whose capacitance εA/L is only 1×10⁻¹⁸ F here; fringing between two floating 20 µm contact pads in vacuum is already about 4×10⁻¹⁶ F, a corner near 0.6 GHz. With one pad grounded the other sees about 8×10⁻¹⁶ F, a corner near 0.3 GHz. The film's own distributed capacitance lowers this to about 0.2 GHz, and a substrate of relative permittivity 5 lowers it by a further factor of 3. For these assumptions, the plain 4kTR level at 1 V should be sought well above 10 kHz and well below 5 MHz. A stray capacitance of 1 pF would lower the upper corner to about 250 kHz and leave no band where both corrections are below 5%. They have opposite signs, so the net spectrum still passes within 5% of 4kTR between about 70 and 100 kHz, by cancellation and without a flat plateau. At zero bias the Hooge term vanishes.

Heating is small. Modelling the film as an isothermal disc of equal area on a thick substrate of conductivity 1 W/(m K) gives a rise of 16 mK at 1 V; a uniformly heated rectangle of the true shape gives 15 mK on average and 17 mK at the centre. The field supplies 4×10⁻⁴ kT to an electron over 1 nm, which suggests little carrier heating if energy is exchanged with the lattice over such distances.

Ambient temperature acts twice. At fixed n, with μ ∝ exp(−E_a/kT) and an assumed E_a = 30 meV,

d ln S_V/dT = 1/T − E_a/(kT²) = −0.05% per kelvin.

The falling resistance slightly outweighs the explicit factor T. This near-cancellation belongs to the chosen activation energy and is not a general property of oxide resistors.
